# Fermi-level pinning by interface states behind a thin contact layer

Two metals with work functions of 4.6 and 5.4 eV are put in contact with the same model semiconductor. The work functions differ by 0.80 eV, but the barriers that electrons must cross to enter the semiconductor are 0.96 and 1.28 eV, which differ by only 0.32 eV. The contact has passed on 40% of the change of metal. In thermionic injection the current carries the Boltzmann factor $e^{-\phi_B/kT}$. At 300 K, where $kT=0.02585$ eV, and for equal prefactors, the two currents therefore differ by a factor of about $2\times10^5$, where the full 0.80 eV would give about $3\times10^{13}$. The missing 60% is taken up by a charged double layer at the interface.

## The contact and its energies

The metal fills $x<0$, a thin insulating layer of thickness $\delta$ fills $0<x<\delta$, and the semiconductor fills $x>\delta$. The system is uniform parallel to the interface. Atomic units are used in the algebra, so $e=1$ and a medium of relative permittivity $\varepsilon_r$ has the absolute permittivity $\varepsilon=\varepsilon_r/4\pi$.

Let $W(x)$ be the local vacuum level: the energy of an electron at rest that feels the macroscopic electrostatic potential $\psi$ and nothing else. The electron has charge $-1$, so $W=-\psi$ up to a constant, and the electric field along $+x$ is

$$F=-\frac{d\psi}{dx}=\frac{dW}{dx}. \tag{1}$$

The layer is thin enough for electrons to tunnel through it, so in equilibrium one Fermi level $E_F$ holds throughout. Energies are measured from it. The metal has work function $\phi_m$ and the semiconductor has electron affinity $\chi$. The barrier $\phi_B$ is the height of the conduction-band edge above $E_F$ at $x=\delta$. Hence

$$W(0)=\phi_m,\qquad W(\delta)=\chi+\phi_B, \tag{2}$$

and the vacuum level drops across the layer by

$$\Delta=W(0)-W(\delta)=\phi_m-\chi-\phi_B. \tag{3}$$

If there were no drop, the barrier would be $\phi_m-\chi$, the Schottky–Mott value. Equation (3) assumes that $\phi_m$ and $\chi$ keep their values when the contact is made. Image-force lowering of the barrier is left out.

## Charge needed for the drop

For now all charge on the semiconductor side sits at $x=\delta$, with total $Q$ per area, and the layer itself is free of charge. The field in the layer is then uniform, and by (1) and (3) it equals $F=-\Delta/\delta$. Deep in the semiconductor the field vanishes. Gauss's law for a box from inside the layer to the deep semiconductor says that the outgoing displacement equals the enclosed charge:

$$0-\varepsilon F=Q\quad\Longrightarrow\quad Q=\frac{\varepsilon}{\delta}\,\Delta. \tag{4}$$

The sign is as it should be. A metal of large work function draws electrons out of the semiconductor side and leaves $Q>0$ there and a negative charge on the metal. The energy of an electron then falls across the layer from metal to semiconductor, so $\Delta>0$, as (4) gives.

## Charge held by the states

The interface states lie in a sheet at $x=\delta$. Their density $D$, per area and per energy, is constant between a lower edge $E_1$ and an upper edge $E_2$. The sheet is neutral when its states are filled up to the level $E_N$, which lies at a distance $\Phi_N$ below the conduction-band edge. Since the band edge is at $E_F+\phi_B$,

$$E_N-E_F=\phi_B-\Phi_N. \tag{5}$$

With the Fermi function $f(E)=[1+e^{(E-E_F)/kT}]^{-1}$, the charge per area is minus the number of electrons in excess of neutrality:

$$\sigma=-D\left[\int_{E_1}^{E_2}f(E)\,dE-(E_N-E_1)\right]. \tag{6}$$

The function $-kT\ln[1+e^{(E_F-E)/kT}]$ has the derivative $f(E)$, so

$$\int_{E_1}^{E_2}f\,dE=kT\ln\frac{1+e^{(E_F-E_1)/kT}}{1+e^{(E_F-E_2)/kT}}. \tag{7}$$

When $E_F$ lies many $kT$ above $E_1$ and many $kT$ below $E_2$, the numerator is $e^{(E_F-E_1)/kT}$ and the denominator is 1, each up to exponentially small terms. The integral becomes $E_F-E_1$, the temperature drops out, and with (5)

$$\sigma=-D(E_F-E_N)=D(\phi_B-\Phi_N). \tag{8}$$

A barrier higher than $\Phi_N$ means that the states are partly emptied and positive.

## The pinning factor

Let the space charge of the semiconductor be negligible, so that $Q=\sigma$. Equations (3), (4) and (8) give

$$\frac{\varepsilon}{\delta}(\phi_m-\chi-\phi_B)=D(\phi_B-\Phi_N). \tag{9}$$

Multiply by $\delta/\varepsilon$ and define

$$a=\frac{D\delta}{\varepsilon}=\frac{4\pi D\delta}{\varepsilon_r}. \tag{10}$$

Then $\phi_m-\chi-\phi_B=a\phi_B-a\Phi_N$. Collecting the terms in $\phi_B$ gives $(1+a)\phi_B=\phi_m-\chi+a\Phi_N$, and division by $1+a$ gives

$$\phi_B=S(\phi_m-\chi)+(1-S)\Phi_N,\qquad S=\frac{1}{1+a}, \tag{11}$$

because $a/(1+a)=1-S$. The pinning factor is the slope $S=d\phi_B/d\phi_m$. With the elementary charge restored, $a=e^2D\delta/\varepsilon$, where $\varepsilon$ is the absolute permittivity of the layer.

For $a\to0$ the barrier follows the metal fully. For $a\to\infty$ it stays at $\Phi_N$ whatever the metal. Writing (11) as

$$\phi_B-\Phi_N=S(\phi_m-\chi-\Phi_N) \tag{12}$$

shows that a metal with $\phi_m=\chi+\Phi_N$ has the barrier $\Phi_N$ for any $D$: the states are then neutral and there is no double layer. It also shows that $S$ vanishes only as $1/a$, so a finite density of states leaves some dependence on the metal.

The factor $\delta$ in $a$ is the lever arm of the double layer. If $\delta\to0$ at fixed $D$, the charge remains finite but produces no drop, and the pinning disappears. In this model, states alone do not pin; they must be separated from the charge that compensates them in the metal.

## Numbers for three metals

The parameters are round model values: $\delta=5$ Å, $\varepsilon_r=3$, $D=0.005$ eV$^{-1}$Å$^{-2}$, $\chi=4$ eV, $\Phi_N=1.2$ eV and a gap of 2 eV, which the states fill from edge to edge. In these units $e^2/4\pi\epsilon_0=14.40$ eV Å takes the place of 1, with $\epsilon_0$ the vacuum permittivity, so

$$a=\frac{4\pi\times14.40\times0.005\times5}{3}=1.508,\qquad S=\frac{1}{2.508}=0.399. \tag{13}$$

For the metal with $\phi_m=4.6$ eV, (11) gives $\phi_B=0.3987\times0.6+0.6013\times1.2=0.961$ eV, or 0.0353 hartree. For 5.0 eV the barrier is 1.120 eV (0.0412 hartree), and for 5.4 eV it is 1.280 eV (0.0470 hartree). The Schottky–Mott values would be 0.6, 1.0 and 1.4 eV. The first two barriers are raised and the third is lowered, because $\chi+\Phi_N=5.2$ eV lies between the second and third work functions.

For the first metal the drop is $\Delta=0.6-0.961=-0.361$ eV, and (8) gives $\sigma=0.005\times(0.961-1.2)=-0.0012$ elementary charges per Å$^2$. That is one extra electron on roughly 840 Å$^2$: a sparse charge moves the barrier by a third of an electronvolt, with a field of about 7 MV/cm in the layer. Such electrons would be some 29 Å apart, several times the thickness of the layer, so the uniform sheet describes states that extend along the interface; for strongly localized states it gives only the lateral average of a potential that varies from place to place. The Fermi level of the three contacts stays at least 0.72 eV from either edge of the states, about 28 $kT$, so the use of (8) is justified.

## The same result from an energy minimum

The balance (9) can also be found by minimizing the energy. Start with neutral states and no field, so that the vacuum levels are aligned. The metal's Fermi level then lies $\phi_m$ below vacuum, and $E_N$ lies $\chi+\Phi_N$ below it. Moving one electron from the metal into a state at energy $\epsilon$ above $E_N$ costs $A+\epsilon$, with $A=\phi_m-\chi-\Phi_N$.

Let $n$ electrons per area be moved at zero temperature. They fill the states from $\epsilon=0$ to $n/D$, which costs $D\int_0^{n/D}(A+\epsilon)\,d\epsilon=nA+n^2/2D$. The same expression holds for $n<0$, when states are emptied. The charges $\pm n$ on the two sides of the layer produce a field of size $|n|/\varepsilon$, with energy $\tfrac12\varepsilon(n/\varepsilon)^2\delta$ per area. In total

$$E(n)=nA+\frac{n^2}{2D}+\frac{n^2\delta}{2\varepsilon}. \tag{14}$$

Setting the derivative to zero gives $A+n/D+n\delta/\varepsilon=0$, hence $n/D=-A/(1+a)$. The second derivative $1/D+\delta/\varepsilon$ is positive, so this is a minimum. The states are filled to $n/D$ above $E_N$, so $E_F-E_N=n/D$, and (5) gives $\phi_B=\Phi_N-n/D=\Phi_N+A/(1+a)$, which is (12).

The two quadratic terms have the form of capacitor energies. The layer has the capacitance $C=\varepsilon/\delta$ per area, and the states act as a capacitance $D$, since a shift of the Fermi level by one unit of energy stores $D$ electrons. From (10), $a=D/C$, and

$$S=\frac{C}{C+D}. \tag{15}$$

The mismatch $A$ is divided between two capacitors in series. The fraction $S$ falls on the filling of the states, where it moves the barrier, and the fraction $1-S$ falls on the layer. Half of the mismatch reaches the barrier when $D=C$.

## Where the states sit

Equation (11) belongs to states at the far side of the layer. If the sheet lies at a depth $z<\delta$ and there is no charge beyond it, the field ends at $z$ and the vacuum level is flat from there on, so $W(z)=\chi+\phi_B$. Let $E_N$ lie at the same distance $\chi+\Phi_N$ below the local vacuum level as before. Then (5) and (8) are unchanged, and $z$ replaces $\delta$ in (4):

$$S_z=\frac{1}{1+Dz/\varepsilon}. \tag{16}$$

At half depth the example gives $1/(1+0.754)=0.570$ instead of 0.399.

Now spread the same number of states uniformly through the layer, with the density $D/\delta$ per volume and energy. Let $u(x)=E_N(x)-E_F=W(x)-\chi-\Phi_N$. As in (8), the local charge density is $Du/\delta$. Gauss's law in differential form is $\varepsilon\,dF/dx=Du/\delta$, and (1) gives $F=du/dx$, so

$$\frac{d^2u}{dx^2}=\frac{D}{\varepsilon\delta}\,u=\frac{a}{\delta^2}\,u. \tag{17}$$

At the metal $u(0)=\phi_m-\chi-\Phi_N$. At the semiconductor $u'(\delta)=0$, since no charge lies beyond. The solution that meets both conditions is

$$u(x)=u(0)\,\frac{\cosh[\sqrt a\,(1-x/\delta)]}{\cosh\sqrt a}. \tag{18}$$

Because $u(\delta)=\phi_B-\Phi_N$, the slope is now

$$S_{\rm spread}=\frac{1}{\cosh\sqrt a}. \tag{19}$$

Saying that the layer contains a constant density of states therefore does not fix the pinning factor. Equation (11), with one slope for all metals, describes a density constant in energy and located in a sheet at distance $\delta$ from the metal. If the density in the sheet varies with energy, the local slope at low temperature is still $1/(1+a)$, with $D$ taken at the Fermi level, but it changes from metal to metal. For the layer of the example, (10), (11) and (19) give

| $D$ (eV$^{-1}$Å$^{-2}$) | $a$ | $S$ sheet | $S$ spread |
|---|---|---|---|
| 0.001 | 0.302 | 0.768 | 0.866 |
| 0.005 | 1.508 | 0.399 | 0.539 |
| 0.020 | 6.03 | 0.142 | 0.170 |
| 0.050 | 15.08 | 0.062 | 0.041 |

For small $a$ the two factors are $1-a$ and $1-a/2$: spread states have the mean distance $\delta/2$ from the metal and so half the lever arm. For large $a$ they are $1/a$ and $2e^{-\sqrt a}$. The states near the metal then screen those behind them over the length $\delta/\sqrt a$, and the mismatch decays exponentially through the layer. For the last two rows of the table this length is only 2.0 and 1.3 Å, so there the continuum equation (17) is a formal model rather than a description of a real layer. The order is reversed where $\cosh\sqrt a=1+a$. Expanding the left side and dividing by $a$ turns this into

$$\frac{a}{4!}+\frac{a^2}{6!}+\dots=\frac12. \tag{20}$$

The left side of (20) grows steadily from zero, so there is one positive root; found numerically, it is $a=8.90$.

This matters when a density of states is inferred from a measured slope. If the true arrangement is the spread one with $D=0.005$ eV$^{-1}$Å$^{-2}$, the slope is 0.5395. Read with (11), it gives $a=1/0.5395-1=0.85$ and $D=0.0028$ eV$^{-1}$Å$^{-2}$, which is 43% below the true value.

## Space charge in the semiconductor

Let the semiconductor be n-type and nondegenerate, with permittivity $\varepsilon_s$ and $N_d$ ionized donors per volume. In the bulk the conduction-band edge lies $\xi$ above $E_F$. Let $v(x)$ be the upward bending of the band, with $v=0$ in the bulk and $v(\delta)=V=\phi_B-\xi$. The electron density is $N_de^{-v/kT}$, and since $v$ follows $W$, Poisson's equation reads

$$\varepsilon_s\frac{d^2v}{dx^2}=N_d\left(1-e^{-v/kT}\right). \tag{21}$$

Multiply by $dv/dx$. The left side becomes the derivative of $\tfrac12\varepsilon_s(dv/dx)^2$. Integration from the bulk, where $v$ and its slope vanish, to the interface gives

$$\frac{\varepsilon_s}{2}\left(\frac{dv}{dx}\right)^2_{\delta}=N_d\left[V-kT\left(1-e^{-V/kT}\right)\right]. \tag{22}$$

For $V\gg kT$ the exponential is dropped. By Gauss's law the space charge per area is $Q_{sc}=-\varepsilon_s\,(dv/dx)_\delta$, which is positive because $v$ falls into the semiconductor. Hence

$$Q_{sc}=\sqrt{2\varepsilon_sN_d(V-kT)}=N_dw,\qquad w=\sqrt{\frac{2\varepsilon_s(V-kT)}{N_d}}. \tag{23}$$

With $Q=\sigma+Q_{sc}$ in (4), the steps that led from (9) to (11) give

$$\phi_B=S(\phi_m-\chi)+(1-S)\Phi_N-\frac{S\delta}{\varepsilon}\,Q_{sc}. \tag{24}$$

The positive space charge lowers the barrier. Since $Q_{sc}$ depends on $\phi_B$, (24) must be solved for the barrier. For the slope, differentiate the charge balance multiplied by $\delta/\varepsilon$ with respect to $\phi_m$. From (23), $dQ_{sc}/d\phi_B=\varepsilon_sN_d/Q_{sc}=\varepsilon_s/w$, so

$$1-\frac{d\phi_B}{d\phi_m}=\left(a+\frac{\delta\varepsilon_s}{\varepsilon w}\right)\frac{d\phi_B}{d\phi_m}
\quad\Longrightarrow\quad
\frac{d\phi_B}{d\phi_m}=\frac{1}{1+a+\delta\varepsilon_s/(\varepsilon w)}. \tag{25}$$

Take a relative permittivity of 10, $N_d=10^{-7}$ Å$^{-3}$, $\xi=0.1$ eV and the metal with $\phi_m=5.0$ eV. A numerical root search gives $\phi_B=1.108$ eV and $w=1042$ Å. The barrier is 0.0125 eV lower than without space charge. The extra term in (25) is $10\times5/(3\times1042)=0.016$, and the slope changes from 0.399 to 0.396. The simple factor holds here because the extra term is small compared with $1+a=2.508$: the depletion region is some two hundred times thicker than the layer, while the permittivities differ only by a factor of 10/3. Heavier doping makes $w$ smaller and the correction larger. The image-force lowering that was left out is not small beside this correction: at the field $Q_{sc}/\varepsilon_s\approx1.9\times10^5$ V/cm the usual estimate $\sqrt{F/4\pi\varepsilon_s}$ is about 0.05 eV, and since it grows with the barrier it reduces the slope by a further 0.005 or so.

## When the states run out

Equation (8) requires states on both sides of the Fermi level. Suppose that they cover only the range from $E_N-b$ to $E_N+b$, and neglect space charge again. At low temperature they are all empty once $E_N-E_F>b$, that is, $\phi_B>\Phi_N+b$. By (12) this happens for

$$\phi_m>\chi+\Phi_N+(1+a)b. \tag{26}$$

From there on the charge is fixed at $\sigma=Db$. Equations (3) and (4) then give

$$\phi_B=\phi_m-\chi-ab, \tag{27}$$

with slope 1. The double layer is still there and still shifts the barrier, but it no longer responds to the metal. The filled case is the mirror image, with $+ab$ in (27).

For $b=0.1$ eV and the other parameters of the first example, the limit (26) is 5.45 eV. A metal with $\phi_m=5.8$ eV lies beyond it and has the barrier $1.8-0.151=1.649$ eV. States that filled the whole gap would have held it at $1.2+0.399\times0.6=1.44$ eV. At low temperature, a set of contacts whose work functions straddle the limit shows two slopes, and a single straight line through all of them measures neither. At 300 K, where $b$ is only about $4kT$, the slope changes gradually around the limit.

A fixed interface dipole also shifts the barrier without responding to the metal, but it leaves the states free to respond. If bonding at the contact adds a constant drop $d$ to the one in (4), then $\phi_m-\chi$ is replaced by $\phi_m-\chi-d$ in (9). This is a dipole between the metal and the states: the barrier shifts by $-Sd$ and the slope stays $S$. A dipole between the states and the semiconductor, with $E_N$ tied to the local vacuum level at the states, is not screened by them and shifts the barrier by the full $-d$, again with slope $S$. If $d$ changes from metal to metal, the slope contains that change as well, and it can no longer be read as a measure of $D$ alone.

All numerical values are calculated from the stated model.
